Coupling loss between two laterally offset Gaussian waveguide modes

**Question**

I am stuck on an exercise about butt coupling. Two identical waveguides are pressed end to end. Each carries a Gaussian mode with a field radius of 5 µm, and one guide is displaced sideways by 1 µm. I have to find the coupling penalty in dB.

I multiplied the two mode fields, integrated over the cross-section and normalized. This gave an overlap of 0.980, which I converted with −10 log₁₀ to 0.087 dB. A friend used the same kind of Gaussian but took the 5 µm as the full width of the mode, so that the radius was 2.5 µm, and found 0.69 dB. We cannot both be right, and I am not sure that either of us is.

I also don't see why the product of the fields should matter. All the light leaving the first guide still enters the second piece of glass, so where does the missing power go? And why was I given no wavelength?

**Answer**

Neither number is right. Your integral is correct, but it is an amplitude, and it must be squared before it describes power. Your friend's radius is too small by a factor of two. The reason for the square also answers your question about the missing power.

**Why the overlap matters**

Let z run along the guides, with the joint at z = 0. "Field radius" means the radius w at which the field has dropped to 1/e of its value on the axis:

e(x,y) = exp[−(x² + y²)/w²]

The intensity is the square of this, so w is also the 1/e² radius of the intensity.

I assume that the guides are weakly guiding, meaning that core and cladding have nearly the same refractive index. One scalar field then suffices for a given polarization, and the power is proportional to ∫|E|² dA, with practically the same constant in both guides. I also assume no gap, no tilt and no reflection. The field just after the joint then equals the field e₁ that arrives from the first guide.

The second guide does not carry an arbitrary field unchanged. It carries its own mode e₂, and everything else must travel in other modes or radiate. So split the arriving field:

e₁ = a e₂ + f

Here f contains all the other modes, which are orthogonal to e₂, so ∫e₂* f dA = 0. Multiply by e₂* and integrate. The f term drops out, leaving

a = ∫e₂* e₁ dA / ∫|e₂|² dA

The power in the guided mode is proportional to |a|² ∫|e₂|² dA. Divide it by the incident power, ∫|e₁|² dA, to get the coupled fraction:

η = |∫e₂* e₁ dA|² / (∫|e₁|² dA · ∫|e₂|² dA)

The square appears because a is the amplitude of the guided mode and power goes as amplitude squared.

**The integral**

Put the receiving mode at x = 0 and the arriving one at x = d. Both fields are real, and their product has the exponent

−[x² + (x − d)² + 2y²]/w²

Expand the x part and complete the square:

x² + (x − d)² = 2x² − 2dx + d² = 2(x − d/2)² + d²/2

The product is therefore another Gaussian, centred halfway between the guides, times a constant:

e₂e₁ = exp[−d²/(2w²)] · exp{−2[(x − d/2)² + y²]/w²}

Each one-dimensional integral follows from ∫exp(−αt²) dt = √(π/α) with α = 2/w², and equals w√(π/2). The shift by d/2 has no effect on an integral over the whole line. Hence

∫e₂e₁ dA = (πw²/2) exp[−d²/(2w²)]

Setting d = 0 gives the normalization integrals, each equal to πw²/2. The normalized amplitude overlap is

c = exp[−d²/(2w²)]

and the coupled power fraction is

η = c² = exp(−d²/w²)

The loss in decibels is defined as L = −10 log₁₀ η. Since log₁₀ η = ln η / ln 10 and ln η = −d²/w²,

L = (10/ln 10)(d/w)² = 4.343 (d/w)² dB

**The numbers**

For d = 1 µm and w = 5 µm:

(d/w)² = (1/5)² = 0.0400

η = exp(−0.0400) = 0.9608

L = 4.343 × 0.0400 = 0.174 dB

The penalty is **0.17 dB**: 3.9 percent of the incident power is missing from the guided mode.

Your 0.980 is c. Because L contains the logarithm of c², taking the logarithm of c alone gives half the correct loss, 0.087 dB. Your friend halved w, which multiplies (d/w)² by four and gives 0.69 dB.

A third reading of "radius" happens to reproduce your value. If 5 µm were the radius b at which the intensity falls to 1/e, then exp(−r²/b²) = exp(−2r²/w²), so w² = 2b². The correctly squared formula would then give 4.343 d²/(2b²) = 0.087 dB. It is worth checking which radius a data sheet means before using its number.

**How the penalty scales**

The loss has no term linear in d. Moving the guide left or right by the same amount must give the same result, so perfect alignment is a smooth minimum of the loss. Small errors are cheap, but the cost grows quickly: with w held fixed, doubling the offset to 2 µm quadruples the loss to 0.69 dB. At d = w it reaches 4.34 dB.

The formula can be turned round to give the offset allowed by a loss budget:

d = w √(L ln 10 / 10)

For L = 0.5 dB and w = 5 µm this is 1.70 µm, if the whole budget is spent on offset.

It also gives a way to measure w. Scan one guide sideways, keep everything else fixed, and plot the loss in dB against position. In this model the curve is a parabola. Its minimum marks the aligned position, and its curvature, d²L/dd² = 2 × 4.343/w², gives the radius. A loss that does not depend on the offset, such as absorption along the guide, raises the parabola without changing its curvature. A gap is different, because the beam widens as it crosses and its phase fronts become curved. The widening flattens the parabola, while the curved fronts cancel part of this effect. At a wavelength of 1.55 µm, an index-matched gap of 50 µm lowers the curvature of the parabola by about 10 percent in total. Keep the gap small when measuring w this way.

**Where the missing power goes**

No power disappears at the joint. The total ∫|e₁|² dA is the same just before and just after it. What changes is how that power is shared among the modes of the second guide.

This can be worked out in full for a guide whose index falls parabolically from the axis, with the parabola taken to extend indefinitely. Its modes are Hermite–Gauss functions. Only x matters here, because the y parts of the two fields match. With ξ = √2 x/w, the modes are

u_m = H_m(ξ) exp(−ξ²/2), m = 0, 1, 2, …

and m = 0 is our Gaussian, since ξ²/2 = x²/w². The displaced field is

exp[−(x − d)²/w²] = exp(−x²/w²) exp(2xd/w² − d²/w²)

The generating function of the Hermite polynomials is

exp(2tξ − t²) = Σ H_m(ξ) t^m/m!

To match the term linear in x we need 2tξ = 2xd/w², which gives t = d/(√2 w) and t² = d²/(2w²). This uses up half of the constant d²/w². The other half stays in front:

exp[−(x − d)²/w²] = exp[−d²/(2w²)] Σ (t^m/m!) u_m

The power in mode m is its squared coefficient times its norm, ∫u_m² dξ = √π 2^m m!. Dividing by the norm of the displaced Gaussian, √π, gives

P_m = exp(−d²/w²) · (t^m/m!)² · 2^m m! = exp(−s) s^m/m!

where s = 2t² = d²/w². This is a Poisson distribution with mean s. Its m = 0 term is the η found above, and its sum is one, as power conservation demands. For s = 0.04:

P₀ = 0.9608
P₁ = 0.0384
P₂ = 0.0008

About 98 percent of the missing power is in the first antisymmetric mode. That is what a small displacement should do: to first order in d, the shifted field is e − d ∂e/∂x, and the derivative of a Gaussian is that antisymmetric mode.

A single-mode fibre has no such guided mode to receive the power, so the 3.9 percent goes into radiation that spreads into the cladding. This matters when the loss is measured. A large detector placed just behind the joint would also collect the light that is no longer guided and would report too small a loss. The 0.17 dB applies after enough fibre for that light to have left or been absorbed.

**Why no wavelength was given**

With no gap and no tilt, both fields have flat phase fronts in the same plane. The overlap then depends on their shapes alone, and a Gaussian shape is fixed by w. In a real guide w itself changes with wavelength, but the exercise gives you w directly. The wavelength enters explicitly once the joint has a tilt or a gap.

**What the exercise leaves out**

To judge the 0.17 dB, compare it with other imperfections. I take a wavelength λ = 1.55 µm and a glass index n = 1.45, and write k = 2πn/λ for the wavenumber in the glass.

*Tilt.* A small angle θ between the guides, measured inside the glass, puts a phase exp(iqx) across the joint, with q = kθ. At zero offset the x integral has the exponent

−2x²/w² + iqx = −(2/w²)(x − iqw²/4)² − q²w²/8

The amplitude therefore falls by exp(−q²w²/8), and the power by its square:

η_tilt = exp(−q²w²/4) = exp[−(πnwθ/λ)²]

For θ = 0.5° the loss is 0.071 dB. If there is an offset as well, the product Gaussian is centred at d/2 instead of 0. This adds a phase factor exp(iqd/2), which disappears when the absolute value is taken. The two losses in dB therefore add: 0.174 + 0.071 = 0.245 dB.

*A gap filled with index-matching material.* The beam spreads as it crosses a gap of length z. Regard it as a sum of plane waves with transverse wavenumber κ. The Gaussian has amplitudes proportional to exp(−κ²w²/4), and for small angles each wave acquires a phase −κ²z/(2k) relative to the axial one. The normalized overlap is

c = ∫exp[−κ²w²/2 − iκ²z/(2k)] κ dκ / ∫exp(−κ²w²/2) κ dκ

Both integrals have the form ∫exp(−βκ²) κ dκ = 1/(2β), taken from 0 to ∞, so

c = (w²/2) / [w²/2 + iz/(2k)] = 1/[1 + iz/(kw²)]

With the Rayleigh length z_R = kw²/2 = πnw²/λ, the coupled power is

η_gap = |c|² = 1/[1 + (z/2z_R)²]

Here z_R = 73.5 µm, and a gap of 10 µm costs 0.020 dB. Such a joint tolerates ten micrometres along the axis far better than one micrometre across it.

*Unequal radii.* For aligned modes with radii w₁ and w₂, the numerator integral is π/(1/w₁² + 1/w₂²) = πw₁²w₂²/(w₁² + w₂²). The norms are πw₁²/2 and πw₂²/2. Squaring the first and dividing by the product of the other two gives

η_size = [2w₁w₂/(w₁² + w₂²)]²

Radii of 5.0 and 4.5 µm cost 0.048 dB.

*A thin air gap.* Each glass–air face reflects a fraction R = [(n − 1)/(n + 1)]² = 0.0337 of the power at normal incidence. The light bounces between the two faces. If g is the gap length, each round trip multiplies the amplitude by R exp(2iφ), with φ = 2πg/λ. The two faces together transmit an amplitude 1 − R, apart from a phase, on the direct pass. Summing the geometric series gives

T = |(1 − R)/(1 − R exp(2iφ))|²

This lies between 1 and [(1 − R)/(1 + R)]², depending on the gap. The lower value is reached first at a quarter of a wavelength, about 0.39 µm, and corresponds to a loss of 0.59 dB. That is more than three times the offset penalty. The estimate treats the light as a plane wave, which is reasonable for a gap so much shorter than the Rayleigh length.

**Is a fibre mode really Gaussian?**

It is close to one, but not equal to it. There is a small-offset formula for any real, circular mode ψ(r). Expand the displaced field:

ψ(x − d) ≈ ψ − d ∂ψ/∂x + (d²/2) ∂²ψ/∂x²

Multiply by ψ and integrate. The linear term vanishes, because ψ ∂ψ/∂x is the derivative of ψ²/2 and ψ is zero far away. Integrating the last term by parts gives −(d²/2)∫(∂ψ/∂x)² dA. For a circular mode, x and y contribute equally, so ∫(∂ψ/∂x)² dA = ½∫(dψ/dr)² dA. After normalizing and squaring,

η ≈ 1 − d²/w_P²

w_P² = 2 ∫ψ² r dr / ∫(dψ/dr)² r dr

To leading order the loss is thus 4.343 (d/w_P)² dB. A Gaussian has w_P = w, in agreement with the earlier result. What counts for small offsets is how steep the mode is.

As an example, take a step-index fibre with core radius a. The fundamental mode is proportional to J₀(ur/a) in the core and K₀(qr/a) in the cladding, where q is now a dimensionless decay constant. Continuity of the field and its slope at r = a requires

u J₁(u)/J₀(u) = q K₁(q)/K₀(q), u² + q² = V²

I chose V = 2.1, solved this equation numerically, and scaled the core so that the Gaussian with the largest power overlap has w = 5 µm. This gives a = 4.14 µm and a numerical aperture Vλ/(2πa) = 0.125. The overlap with that Gaussian is 0.993, and w_P = 4.94 µm. Displacing the computed mode by 1 µm and summing the overlap on a grid gives 0.177 dB, against 0.174 dB for the Gaussian. Before rounding, the difference is 0.0036 dB, about 2 percent of the penalty. The small-offset formula gives 4.343/4.94² = 0.178 dB, so the slightly smaller w_P accounts for the difference.

The Gaussian fails at large offsets. Far from the core the fibre mode decays roughly as exp(−qr/a), more slowly than any Gaussian. At a sufficiently large offset the Gaussian formula therefore overestimates the loss.

**How this compares with real joints**

A field radius of roughly 5 µm is typical of standard telecom fibre near 1550 nm. An offset of 1 µm is large for a good fusion splice, but plausible for a connector or for a fibre aligned to a chip. The estimate also assumes no reflection: for the values above, a thin dry gap can add up to 0.59 dB. Pressing the faces into contact, or filling the gap with index-matching material, avoids this. The number must not be carried over to a bare silicon wire waveguide. Its mode is less than a micrometre across, so a 1 µm offset is no longer small, and its high index contrast breaks the scalar approximation. The 5 µm case applies to a chip if its facet has a mode converter that enlarges the spot to match the fibre.
